# Exchange energy and magnetostatic twist angle of a Bloch point: a numerical check

```python
# Bloch point in a ball: m = Q(g) r/|r|, Q = rotation about z by helicity g.
# Results under test, with c = cos(g), Kd = mu0 Ms^2/2, V = ball volume:
#   exchange energy = 8 pi A R for every uniform g;
#   field energy inside the ball = Kd V (87c^2+66c+27)/180, minimum c=-11/29;
#   complete magnetostatic energy = Kd V (8c^2+4c+3)/15, minimum c=-1/4.
# A = exchange stiffness, R = radius, Ms = saturation magnetization.
# Numerical tests use R = 1, A = 1, Ms = 1; potentials are in units Ms R.
import numpy as np
from scipy.constants import mu_0, e as charge_e
from scipy.optimize import minimize_scalar

leggauss = np.polynomial.legendre.leggauss


def magnetization(x, g, slope=0.0):
    r = np.linalg.norm(x, axis=-1)
    a = g + slope * r
    mx = np.cos(a) * x[..., 0] - np.sin(a) * x[..., 1]
    my = np.sin(a) * x[..., 0] + np.cos(a) * x[..., 1]
    return np.stack([mx, my, x[..., 2]], axis=-1) / r[..., None]


def ball_grid(nr, nc, nphi):
    s, ws = leggauss(nr)
    r, wr = (s + 1) / 2, ws / 2
    c, wc = leggauss(nc)
    phi = 2 * np.pi * (np.arange(nphi) + 0.5) / nphi
    rr, cc, pp = np.meshgrid(r, c, phi, indexing="ij")
    sn = np.sqrt(1 - cc**2)
    pts = np.stack([rr * sn * np.cos(pp), rr * sn * np.sin(pp), rr * cc], -1)
    w = (wr * r**2)[:, None, None] * wc[None, :, None] * 2 * np.pi / nphi
    w = np.broadcast_to(w, rr.shape)
    return pts.reshape(-1, 3), w.reshape(-1)


def exchange_energy(g, slope=0.0):
    # integral of the squared gradient, by central differences of m
    pts, w = ball_grid(8, 16, 8)
    h = 1e-4 * np.linalg.norm(pts, axis=1)[:, None]
    density = np.zeros(len(pts))
    for axis in np.eye(3):
        dm = (magnetization(pts + h * axis, g, slope)
              - magnetization(pts - h * axis, g, slope)) / (2 * h)
        density += np.sum(dm**2, axis=1)
    return np.sum(w * density)


# Ray directions around an observation point: alpha is measured from the
# direction towards the ball centre, beta is the azimuth about it.
node, weight = leggauss(80)
alpha = np.pi * (node + 1) / 2
w_alpha = np.pi * weight / 2 * np.sin(alpha)
beta = 2 * np.pi * np.arange(12) / 12
w_ray = np.repeat(w_alpha, 12) * 2 * np.pi / 12
cos_a = np.repeat(np.cos(alpha), 12)
sin_a = np.repeat(np.sin(alpha), 12)
half_sin2 = np.repeat(np.sin(alpha / 2)**2, 12)
cos_b, sin_b = np.tile(np.cos(beta), 80), np.tile(np.sin(beta), 80)


def inner_potential(x, g, radius=1.0):
    # Dipole integral (1/4pi) int M.(x-x')/|x-x'|^3 d3x' with x' = x + s u:
    # the factor s^2 cancels, and the integral over s is elementary.
    r = np.linalg.norm(x)
    e0 = -x / r
    e1 = np.cross(e0, np.array([0.0, 1.0, 0.0]))
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(e0, e1)
    u = (np.outer(cos_a, e0) + np.outer(sin_a * cos_b, e1)
         + np.outer(sin_a * sin_b, e2))
    q_mat = np.array([[np.cos(g), -np.sin(g), 0],
                      [np.sin(g), np.cos(g), 0], [0, 0, 1]])
    p = u @ (q_mat @ x)
    q = np.sum(u * (u @ q_mat.T), axis=1)
    t = -r * cos_a
    end = np.sqrt(t**2 + radius**2 - r**2)
    line = (q * (radius - r)
            + (p - q * t) * np.log((end + radius) / (2 * r * half_sin2)))
    return -np.sum(w_ray * line) / (4 * np.pi)


def inner_field(x, g, radius=1.0):
    h = 1e-3 * np.linalg.norm(x)
    return np.array([-(inner_potential(x + h * a, g, radius)
                       - inner_potential(x - h * a, g, radius)) / (2 * h)
                     for a in np.eye(3)])


def numerical_energies(g):
    # averages over the ball of H^2 and of -m.H, both in units Kd V;
    # both are axially symmetric, so one azimuth is enough
    s, ws = leggauss(3)
    cs, wc = leggauss(6)
    inside = full = 0.0
    for r, wr in zip((s + 1) / 2, ws / 2):
        for c, w in zip(cs, wc):
            x = r * np.array([np.sqrt(1 - c**2), 0.0, c])
            field = inner_field(x, g)
            factor = 1.5 * wr * r**2 * w
            inside += factor * field @ field
            full -= factor * magnetization(x, g) @ field
    return inside, full


def inside_formula(g):
    c = np.cos(g)
    return (87 * c**2 + 66 * c + 27) / 180


def full_formula(g):
    c = np.cos(g)
    return (8 * c**2 + 4 * c + 3) / 15


# Exchange: uniform twist is free, radius-dependent twist is not.
exchange_values = []
for g in np.radians([0, 50, 112, 180]):
    value = exchange_energy(g)
    exchange_values.append(value)
    assert abs(value / (8 * np.pi) - 1) < 1e-6
kappa = 1.0
varied = exchange_energy(0.4, kappa)
assert abs(varied / (8 * np.pi * (1 + kappa**2 / 9)) - 1) < 1e-6

# Interior field: derived components and independence of the ball radius.
g_test = 1.1
x_test = np.array([0.3, 0.0, 0.4])
r_test = np.linalg.norm(x_test)
ct, st = x_test[2] / r_test, x_test[0] / r_test
k = (1 - np.cos(g_test)) / 6
h_r = -(1 + 2 * np.cos(g_test)) / 3 - k * (3 * ct**2 - 1) / 2
h_theta = 3 * k * st * ct
derived = np.array([h_r * st + h_theta * ct, 0, h_r * ct - h_theta * st])
field_small = inner_field(x_test, g_test)
field_large = inner_field(x_test, g_test, 2.0)
assert np.max(np.abs(field_small - derived)) < 1e-4
assert np.max(np.abs(field_small - field_large)) < 1e-4

# Exterior potential from direct quadrature over the magnetized volume.
pts, w = ball_grid(12, 32, 32)
for x in (np.array([0, 0, 2.5]), np.array([2.0, 0, 1.5])):
    d = x - pts
    dist = np.linalg.norm(d, axis=1)
    direct = np.sum(w * np.sum(magnetization(pts, g_test) * d, axis=1)
                    / dist**3) / (4 * np.pi)
    r = np.linalg.norm(x)
    p2 = (3 * (x[2] / r)**2 - 1) / 2
    assert abs(direct - k * p2 / r**3) < 1e-7

# Energies at several helicities, then outside energy as their difference.
g_in, g_full = np.arccos(-11 / 29), np.arccos(-1 / 4)
table = []
for g in [0, np.pi / 2, g_full, g_in, 2 * np.pi / 3, np.pi]:
    inside, full = numerical_energies(g)
    assert abs(inside - inside_formula(g)) < 1e-4
    assert abs(full - full_formula(g)) < 1e-4
    assert abs(full - inside - (1 - np.cos(g))**2 / 20) < 1e-4
    table.append((np.degrees(g), inside, full))

# Minimization of the numerically computed energies.
found = []
for index in (0, 1):
    result = minimize_scalar(lambda g: numerical_energies(g)[index],
                             bounds=(0.2, 3.1), method="bounded",
                             options={"xatol": 1e-6})
    found.append(result.x)
assert abs(np.degrees(found[0] - g_in)) < 0.02
assert abs(np.degrees(found[1] - g_full)) < 0.02
assert abs(inside_formula(g_in) - 7 / 87) < 1e-12
assert abs(full_formula(g_full) - 1 / 6) < 1e-12

# Net volume charge is minus the outward flux of m; it vanishes at 120 deg.
cs, wc = leggauss(12)
normals = np.stack([np.sqrt(1 - cs**2), 0 * cs, cs], axis=1)


def mean_flux(g):
    return np.sum(wc * np.sum(normals * magnetization(normals, g), 1)) / 2


assert abs(mean_flux(2 * np.pi / 3)) < 1e-12
assert abs(mean_flux(g_in)) > 0.05

# Worked example with round model parameters.
A, B_s, R = 10e-12, 1.0, 5e-9
Ms = B_s / mu_0
Kd = mu_0 * Ms**2 / 2
V = 4 * np.pi * R**3 / 3
E_ex = 8 * np.pi * A * R
E_in = Kd * V * inside_formula(g_in)
E_full = Kd * V * full_formula(g_full)
E_full_at_in = Kd * V * full_formula(g_in)

print("Numerical exchange energy / (A R), dimensionless:")
for deg, value in zip([0, 50, 112, 180], exchange_values):
    print(f"  helicity {deg:3d} deg: {value:.5f}")
print(f"  8 pi = {8 * np.pi:.5f}")
print(f"  twist varying by {kappa:.1f} rad from centre to R: {varied:.5f}")
print("Numerical magnetostatic energies in units Kd V:")
print("  helicity (deg)   inside   complete")
for deg, inside, full in table:
    print(f"  {deg:10.2f}     {inside:8.5f} {full:8.5f}")
print(f"Numerical minimum, inside energy: {np.degrees(found[0]):.2f} deg")
print(f"arccos(-11/29) = {np.degrees(g_in):.2f} deg")
print(f"Numerical minimum, complete energy: {np.degrees(found[1]):.2f} deg")
print(f"arccos(-1/4) = {np.degrees(g_full):.2f} deg")
print(f"Mean outward m at 112.29 deg helicity: {mean_flux(g_in):.4f}")
print(f"A = {A * 1e12:.1f} pJ/m")
print(f"mu0 Ms = {B_s:.1f} T")
print(f"R = {R * 1e9:.1f} nm")
print(f"Ms = {Ms:.4e} A/m")
print(f"Kd = {Kd:.4e} J/m^3")
print(f"V = {V:.4e} m^3")
print(f"Kd V = {Kd * V:.4e} J")
print(f"Exchange energy = {E_ex:.4e} J = {E_ex / charge_e:.3f} eV")
print(f"Minimum inside energy = {E_in:.4e} J = {E_in / charge_e:.4f} eV")
print(f"Minimum complete energy = {E_full:.4e} J"
      f" = {E_full / charge_e:.4f} eV")
print(f"Complete energy at arccos(-11/29) = {E_full_at_in:.4e} J")
print(f"Excess over its minimum = {100 * (E_full_at_in / E_full - 1):.2f} %")
print(f"Exchange / minimum complete energy = {E_ex / E_full:.2f}")
print("verified")
```

Printed output:

```
Numerical exchange energy / (A R), dimensionless:
  helicity   0 deg: 25.13274
  helicity  50 deg: 25.13274
  helicity 112 deg: 25.13274
  helicity 180 deg: 25.13274
  8 pi = 25.13274
  twist varying by 1.0 rad from centre to R: 27.92527
Numerical magnetostatic energies in units Kd V:
  helicity (deg)   inside   complete
        0.00      1.00000  1.00000
       90.00      0.15000  0.20000
      104.48      0.08854  0.16667
      112.29      0.08046  0.17558
      120.00      0.08750  0.20000
      180.00      0.26667  0.46667
Numerical minimum, inside energy: 112.29 deg
arccos(-11/29) = 112.29 deg
Numerical minimum, complete energy: 104.48 deg
arccos(-1/4) = 104.48 deg
Mean outward m at 112.29 deg helicity: 0.0805
A = 10.0 pJ/m
mu0 Ms = 1.0 T
R = 5.0 nm
Ms = 7.9577e+05 A/m
Kd = 3.9789e+05 J/m^3
V = 5.2360e-25 m^3
Kd V = 2.0833e-19 J
Exchange energy = 1.2566e-18 J = 7.843 eV
Minimum inside energy = 1.6762e-20 J = 0.1046 eV
Minimum complete energy = 3.4722e-20 J = 0.2167 eV
Complete energy at arccos(-11/29) = 3.6580e-20 J
Excess over its minimum = 5.35 %
Exchange / minimum complete energy = 36.19
verified
```
